# Fermi Energy of a Warm Metal Slab by Bracketed Subband Filling

Before the energies of metal films of different thickness can be compared, one has to decide which subbands are occupied and whether the highest may be filled as at zero temperature. If its bottom lies within about $k_BT$ of the Fermi energy, that choice changes its population substantially. The decision hangs on one number, the Fermi energy of the slab at its actual temperature and electron content. At finite temperature this means the chemical potential $\mu$.

A naive scheme takes the metal's bulk density, puts it in a box as wide as the film, samples the in-plane wavevectors on a grid and adjusts $\mu$ by Newton's method until the count is right. It has three weak points: the grid, the width of the box and the iteration.

## The grid: integrate the plane analytically

The electrons are taken as independent, free in the plane with mass $m$ and spin degeneracy 2, and confined between hard walls a distance $D$ apart. In atomic units, with $T$ standing for $k_BT$ and energies measured from the well floor, the subband bottoms are

$$E_n=\frac{1}{2m}\left(\frac{\pi n}{D}\right)^2,\qquad n=1,2,\dots$$

A grid of in-plane points turns the electron count into a sum of steps, each smeared over an energy of order $T$. When $T$ is small compared with the distance between steps, the count has plateaus. A prescribed electron number may then fall on a plateau, where the slope is nearly zero and $\mu$ is poorly determined.

The integral over the plane can be done in closed form. The density of wavevectors per area is $1/(2\pi)^2$, so subband $n$ holds, per area,

$$N_n=2\int_0^\infty\frac{2\pi k\,dk}{(2\pi)^2}\,\frac{1}{1+e^{(E_n+k^2/2m-\mu)/T}} .$$

With $\varepsilon=k^2/2m$ we have $k\,dk=m\,d\varepsilon$, and the prefactor becomes $m/\pi$. The Fermi function is a total derivative,

$$\frac{1}{1+e^{u/T}}=-T\frac{d}{du}\ln\left(1+e^{-u/T}\right),\qquad u=E_n+\varepsilon-\mu .$$

The upper limit contributes nothing, and the lower one gives

$$N_n=\frac{mT}{\pi}\ln\left(1+e^{(\mu-E_n)/T}\right).$$

Let $N_s$ be the prescribed number of electrons per area and define the energy $W=\pi N_s/m$. The equation to solve is

$$F(\mu)=\sum_n T\ln\left(1+e^{(\mu-E_n)/T}\right)-W=0 .$$

The logarithm should be evaluated as $\ln(1+e^x)=\max(x,0)+\ln(1+e^{-|x|})$. The two forms are identical, but the second never exponentiates a large positive number.

## The box: fixed density does not mean $D=d$

Let the positive background have density $n_0=k_F^3/3\pi^2$ and thickness $d$. Neutrality fixes $N_s=n_0d$. The wavefunctions vanish at the hard walls, so the electron density is depleted there, and a box of width $d$ squeezes the electrons too much.

The required width follows from the zero-temperature filling of a thick slab. Write $\nu=k_FD/\pi$, let $p$ be the integer part of $\nu$, and set $s=\nu-p$. If $\mu$ equals the bulk value $E_F=k_F^2/2m$, the filling in units of $E_1$ is

$$\sum_{n=1}^{p}(\nu^2-n^2)=p\nu^2-\frac{p^3}{3}-\frac{p^2}{2}-\frac p6 .$$

Inserting $p=\nu-s$ and collecting powers of $\nu$ gives

$$\frac23\nu^3-\frac12\nu^2-\left(s^2-s+\frac16\right)\nu+\left(\frac{s^3}{3}-\frac{s^2}{2}+\frac s6\right).$$

The available charge in the same units is

$$\frac{W}{E_1}=\frac{\pi n_0d}{m}\,\frac{2mD^2}{\pi^2}=\frac23\nu^3\frac dD .$$

Agreement through order $\nu^2$ requires $\frac23\nu^3(1-d/D)=\frac12\nu^2$, hence

$$D=d+\frac{3\pi}{4k_F}.$$

With $D=d$ instead, the charge would be $\frac23\nu^3$. The smooth terms then balance at $\nu+\frac14$ to leading order, which raises $\mu$ by the fraction $1/(2\nu)$. For the film treated below this is about 0.2 eV, far more than any thermal effect.

The term linear in $\nu$ is the quantum-size oscillation. Near $\nu$ the filling changes at the rate $2\nu^2$ per unit $\nu$, so the term is compensated by $\delta\nu=(s^2-s+\frac16)/(2\nu)$. Since $\mu\propto\nu^2$ at fixed $D$,

$$\frac{\mu_0-E_F}{E_F}\simeq\frac{s^2-s+\frac16}{\nu^2},$$

where $\mu_0$ is the zero-temperature value. It is highest when a subband has just begun to fill ($s=0$) and lowest midway between thresholds ($s=\frac12$).

## The iteration: where Newton's method goes wrong

The derivatives of $F$ are

$$F'=\sum_n f_n,\qquad F''=\frac1T\sum_n f_n(1-f_n),\qquad f_n=\frac{1}{1+e^{(E_n-\mu)/T}} .$$

Both are positive, so $F$ is increasing and convex and has one root. Far below $E_1$, however, $F'$ is exponentially small. A Newton step started at $\mu=E_1-10T$ has length close to $We^{10}$. For $W=7.23$ eV that is about $1.6\times10^5$ eV. By convexity the step lands above the root and later steps come back down, but the detour is wasteful, and from far enough below $F'$ underflows and the step is undefined. A start above the root avoids both troubles, and zero-temperature filling supplies one.

**Upper end.** At $T=0$ each term becomes $\max(0,\mu-E_n)$. For any trial number $p$ of subbands,

$$W=\sum_n\max(0,\mu_0-E_n)\ \ge\ \sum_{n=1}^{p}(\mu_0-E_n),$$

because the right side may omit positive terms or include negative ones. Solving for $\mu_0$ bounds it by a quotient for each $p$. Equality holds when $p$ is the number of filled subbands, so

$$\mu_0=\min_p\frac{W+E_1+\dots+E_p}{p}.$$

No trial and error over occupations is needed. Two values of $p$ tie when $\mu_0$ coincides with a subband bottom, and either gives the same $\mu_0$. At finite temperature $\ln(1+e^x)>\max(0,x)$, so $F(\mu_0)>0$ and $\mu<\mu_0$.

**Lower end.** The inequality $\ln(1+e^x)\le e^x$ applied at the root gives

$$W\le Te^{\mu/T}Z,\qquad Z=\sum_ne^{-E_n/T},\qquad\text{so}\qquad \mu\ge T\ln\frac{W}{TZ}.$$

In practice the energies in $Z$ are measured from $E_1$, which is added back afterwards, so that $Z$ does not underflow.

**Number of levels.** Taking $p=1$ in the minimum shows $\mu_0\le E_1+W$, which limits in advance how many levels can matter. If $M$ levels are kept, the omitted terms are at most $T\sum_{n>M}e^{(\mu_0-E_n)/T}$. For $j\ge0$,

$$E_{M+1+j}-E_{M+1}=E_1\left[2(M+1)j+j^2\right]\ge(2M+3)E_1\,j,$$

since $j^2\ge j$ for integers. Summing the geometric series gives

$$\text{tail}\le\frac{T\,e^{(\mu_0-E_{M+1})/T}}{1-e^{-(2M+3)E_1/T}} .$$

Omitting levels makes the computed $\mu$ too high, by convexity at most by the tail divided by the truncated $F'$ at the true root.

**Closing the bracket.** Let $l\le\mu\le u$. A convex function lies above its tangents, so $0=F(\mu)\ge F(u)+F'(u)(\mu-u)$. Dividing by $F'(u)>0$,

$$\mu\le u_{\rm new}=u-\frac{F(u)}{F'(u)} .$$

Between $l$ and $u$ the function lies below its chord. Where the chord crosses zero, $F\le0$, and that point is at or below the root:

$$l_{\rm new}=l-F(l)\frac{u-l}{F(u)-F(l)}\le\mu .$$

Both updates use the old bracket. Neither end can cross the root, apart from rounding, and the width $u-l$ bounds the remaining error.

To find the speed, put $e_u=u-\mu$, $e_l=\mu-l$ and $\kappa=F''/2F'$ at the root. To second order $F(u)=F'(e_u+\kappa e_u^2)$, while the slope at $u$ is $F'(1+2\kappa e_u)$. The Newton step leaves

$$e_u-\frac{e_u+\kappa e_u^2}{1+2\kappa e_u}\simeq\kappa e_u^2 .$$

For the chord, $F(l)=F'(-e_l+\kappa e_l^2)$ and $F(u)-F(l)=F'(e_u+e_l)[1+\kappa(e_u-e_l)]$. The lower end advances by

$$\frac{e_l(1-\kappa e_l)}{1+\kappa(e_u-e_l)}\simeq e_l(1-\kappa e_u),$$

which leaves $\kappa e_le_u$. The two ends close in together.

The enclosure was tested at every pass for 1, 2, 6 and 12 layers at 10, 300, 3000 and 30000 K. It held to $10^{-10}$ eV; the two highest temperatures test the mathematics, not a solid film.

## Six layers of potassium

Potassium suits the model because it is a nearly free-electron metal with one valence electron per atom. Take a (110) stack with the rough lattice constant $a=5.3$ Å, the free-electron mass and 300 K. The body-centred lattice gives $n_0=2/a^3=0.01343$ Å$^{-3}$, so $k_F=0.7354$ Å$^{-1}$ and $E_F=2.061$ eV. Six layers of spacing $a/\sqrt2$ make $d=22.49$ Å. A margin of 1.602 Å on each side gives $D=25.69$ Å.

The sheet density is $N_s=0.3021$ Å$^{-2}$. Dividing by the two-dimensional density of states, $m/\pi=0.04177$ eV$^{-1}$ Å$^{-2}$, gives $W=7.2313$ eV. The first six levels are 0.0570, 0.2279, 0.5128, 0.9116, 1.4244 and 2.0512 eV, with sum 5.1849 eV. The candidates for $\mu_0$ are

$$\frac{7.2313+3.1337}{5}=2.0730,\qquad \frac{7.2313+5.1849}{6}=2.0694,\qquad \frac{7.2313+7.9768}{7}=2.1726\ \text{eV}.$$

The smallest belongs to $p=6$. The sixth subband is filled by only 0.018 eV, less than $k_BT=0.02585$ eV.

The starting bracket runs from 0.2026 to 2.0694 eV. One pass reduces it to 2.066635–2.067539 eV, and the second leaves a width of about $2\times10^{-9}$ eV. Bisection would need 30 halvings for the same width. The result is

$$\mu=2.0675\ \text{eV}=0.07598\ \text{hartree}.$$

The error formula accounts for the upper end's approach and for the width after the second pass. It does not apply to the first chord step, which starts about 70 $k_BT$ below the root. At the root the five lower subbands have $f_n\simeq1$ and the sixth has $f_6=0.653$, so $F'=5.65$ and $\kappa=0.78$ eV$^{-1}$. The initial upper error of 0.001835 eV should fall to $\kappa e_u^2=2.6\times10^{-6}$ eV, and it does.

As an independent check, the discrete states of a periodic square of side 1000 Å were occupied at this $\mu$ and counted. The count differs from $N_s$ by $1.4\times10^{-10}$ of $N_s$.

The sixth subband holds 0.00114 Å$^{-2}$. Zero-temperature filling would give it $0.04177\times0.0182=0.00076$ Å$^{-2}$. Temperature raises its population by half, although it holds only 0.4% of all electrons. The zero-temperature choice thus puts few electrons in the wrong subband, but it leaves the top subband with a third too few.

## How the answer depends on temperature

Suppose $\mu$ and $\mu_0$ both lie above exactly $p$ subband bottoms. Splitting each logarithm into $\max(x,0)+\ln(1+e^{-|x|})$ and subtracting the zero-temperature condition gives

$$\mu_0-\mu=\frac Tp\sum_n\ln\left(1+e^{-|\mu-E_n|/T}\right).$$

For six layers the term $n=6$ dominates: $(0.02585/6)\ln(1+e^{-0.633})=0.0018$ eV, as found.

**Far from a threshold** the logarithm reduces to its exponential, and $\mu$ may be replaced by $\mu_0$ in the exponent. The shift is exponentially small. With five layers the nearest level is 0.112 eV away, giving $(0.02585/5)e^{-4.32}=0.00007$ eV, in agreement with the solved value. For one to four layers the shift is at most about $10^{-6}$ eV.

**At a threshold**, $\mu_0=E_{p+1}$, set $\mu_0-\mu=yT$. If all other levels are many $T$ away, then

$$p\,y=\ln(1+e^{-y}),$$

so $y$ is a pure number and the shift is linear in $T$. For $p=5$, $y=0.126$.

**In a thick slab** many levels lie within $T$ of $\mu$. Their spacing there is $\Delta\simeq dE_n/dn=2E_F/p$, and the sum becomes an integral:

$$\mu_0-\mu\simeq\frac Tp\,\frac{2T}{\Delta}\int_0^\infty\ln(1+e^{-x})\,dx=\frac Tp\,\frac{pT}{E_F}\,\frac{\pi^2}{12}=\frac{\pi^2T^2}{12E_F}.$$

The integral follows from expanding the logarithm, which gives $1-\frac14+\frac19-\dots=\pi^2/12$. If $k$ levels lie between $\mu$ and $\mu_0$, each adds to the balance a term between 0 and $\mu_0-\mu$, beside the $p(\mu_0-\mu)$ already counted, so the relative correction is at most $k/p$. This is the bulk law, 0.00027 eV here. For 400 layers at 300 K the solved $\mu-E_F$ agrees with it to within 1% of the shift, which also tests the neutral width.

The six-layer shift is thus about seven times the bulk one. At fixed lattice constant it is 0.00017 eV at 100 K and 0.00090 eV at 200 K, following neither a linear nor a quadratic law, because $k_BT$ passes through the gap $\mu_0-E_6$.

Among 1 to 12 layers, six has both the smallest distance to a level and the largest shift. It also shows the size oscillation: $\nu=6.014$ gives a predicted $\mu_0-E_F=0.0087$ eV, and the filling gives 0.0087 eV. The formula is only the leading order in $1/\nu$, and agreement this close is not general: for seven layers it gives 0.0030 eV against 0.0036 eV from the filling. Ten layers, with $\nu=9.52$, lie near the minimum, at $-0.0020$ eV.

## What a real potassium film would change

The lattice constant is a rough value, and 300 K is not far below melting, at roughly 340 K. The following estimates change one assumption at a time; without any change, $\mu-E_6=0.016$ eV.

- **Finite walls.** With a rough work function of 2.3 eV the barrier is $V_0=4.36$ eV. Put $k_0^2=2mV_0$. Matching to a decaying wave adds a phase $\arcsin(k/k_0)$ at each wall, so a well of width $w$ has levels at $kw+2\arcsin(k/k_0)=n\pi$. Repeating the thick-slab count with this $n(k)$ gives

$$n_0(w-d)=\frac{k_F^2}{4\pi}-\frac1{\pi^2}\int_0^{k_F}\frac{k_F^2-k^2}{\sqrt{k_0^2-k^2}}\,dk,$$

  or $w=23.7$ Å. Then $\mu$ changes by only $-0.0007$ eV, but $\mu-E_6$ rises to 0.029 eV.
- **Electrostatics.** The potential of the electrons and background varies by 0.30 eV inside the slab. Applied to first order, unscreened and with zero mean over the background, it changes $\mu$ by $+0.0013$ eV and raises $\mu-E_6$ to 0.038 eV.
- **Mass and lattice constant.** A trial isotropic band mass of 1.1 lowers $\mu$ by 0.19 eV, and a lattice constant larger by 0.05 Å lowers it by 0.039 eV. Neither changes $k_FD$, so the sixth subband stays near its threshold. An anisotropic mass would scale the subband bottoms and the in-plane density of states differently, and could move the subband away from it.
- **Phonon broadening.** At temperatures above the phonon energies, a coupling $\lambda$ gives levels a full width of $2\pi\lambda k_BT$, which is 0.016 eV for a rough $\lambda=0.1$. With a Gaussian line shape $\mu$ moves by $-0.00004$ eV. This small value depends on the shape. A lifetime width is closer to a Lorentzian, whose slowly decaying tails move $\mu$ several times more, by an amount that grows with the energy at which the tails are cut off, so broadening is not shown to be negligible.

Of the changes tried, the one in the mass moves the absolute $\mu$ most, while the walls and the potential matter most for the top subband. These two shift $\mu-E_6$ by amounts comparable to the gap itself. With the electrostatic estimate, the same shift formula gives a thermal shift of about 0.0009 eV, half the hard-wall value. That estimate is unscreened and overstates the effect: the electrons rearrange to weaken the potential, so the rise of $\mu-E_6$ and the reduction of the thermal shift are both smaller. The model shows how a film near a threshold behaves, but cannot establish that real six-layer potassium is such a film. Exchange and correlation, the substrate and full self-consistency remain outside these estimates.

Fixed $N_s$ also describes an isolated, uniform film. In contact with a conducting substrate, charge flows until the electrochemical potentials agree, and $N_s$ becomes an unknown. Regions of different thickness in contact exchange charge in the same way. Treated as isolated hard-wall films with a common well floor, six and seven layers differ in $\mu$ by 0.004 eV at 300 K, twice the thermal shift of the six-layer film. The remaining values for each thickness are in the numerical output.

## Computed results

```
lattice constant 5.3 A, layers 6, T 300 K
kT 0.025852 eV; hbar^2/2m 3.80998 eV A^2
bulk density 0.013434 A^-3; kF 0.73543 A^-1
bulk EF 2.06065 eV; bulk thermal shift -0.000267 eV
d 22.4860 A; margin per side 1.6019 A; D 25.6898 A
Ns 0.302075 A^-2; G 0.041773 eV^-1 A^-2; W 7.23132 eV
levels kept 13; filled at T=0: 6; mu0 2.069372 eV
bracket 0: 0.202587051 to 2.069371729 eV
bracket 1: 2.066635210 to 2.067538979 eV
bracket 2: 2.067536412 to 2.067536414 eV
bracket 3: 2.067536414 to 2.067536414 eV
mu 2.067536 eV = 0.0759806 hartree
mu-mu0 -0.001835 eV; counted/Ns-1 -1.4e-10
subband 1: E 0.05698 eV, density 0.083987 A^-2
subband 2: E 0.22791 eV, density 0.076847 A^-2
subband 3: E 0.51279 eV, density 0.064946 A^-2
subband 4: E 0.91163 eV, density 0.048286 A^-2
subband 5: E 1.42443 eV, density 0.026865 A^-2
subband 6: E 2.05118 eV, density 0.001143 A^-2
subband 7: E 2.79188 eV, density 0.000000 A^-2
T 100 K: mu 2.069205 eV, mu-mu0 -0.000167 eV
T 200 K: mu 2.068475 eV, mu-mu0 -0.000897 eV
threshold law for p=5: (mu0-mu)/kT = 0.12639
layers, filled, mu0, mu0-nearest E, mu-mu0 (eV, 300 K)
 1  1 1.98337 -1.12924 +0.000000
 2  2 2.02645 +0.71248 -0.000000
 3  3 2.04600 +0.42449 -0.000000
 4  4 2.05715 +0.23970 -0.000001
 5  5 2.06434 +0.11179 -0.000068
 6  6 2.06937 +0.01820 -0.001835
 7  6 2.06422 -0.06205 -0.000369
 8  7 2.06031 -0.12501 -0.000029
 9  8 2.05884 -0.17413 -0.000004
10  9 2.05867 -0.21355 -0.000001
11 10 2.05918 +0.15414 -0.000007
12 11 2.06007 +0.09965 -0.000049
finite barrier 4.361 eV, well width 23.715 A
phonon width 0.0162 eV; potential range in slab 0.304 eV
neglected effect: change of mu, new mu-E6 (eV)
none: +0.00000, +0.01636
finite barrier: -0.00067, +0.02890
electrostatics: +0.00134, +0.03808
mass 1.1: -0.18823, +0.01460
lattice +0.05 A: -0.03852, +0.01600
phonon broadening: -0.00004, +0.01632
```
